# The Döring mass of a domain wall from its one-dimensional Lagrangian: a program that tests the result

```python
"""
Result under test: a magnetic domain wall that moves slowly has the mass
per unit wall area
    m = Ms^2 / (gamma^2 * Delta * K_perp).
Ms: saturation magnetisation (A/m); gamma: gyromagnetic ratio (rad/(s T));
A: exchange stiffness (J/m); K: effective easy-axis anisotropy (J/m^3);
Delta = sqrt(A/K): wall width parameter (m); K_perp: hard-axis anisotropy,
energy density K_perp*m_x^2 (J/m^3); q: wall position; phi: tilt from y.
Wall normal is x; magnetisation is +z on the left and -z on the right.
The mass is compared with the motion of a discretised magnetisation that
obeys the Landau-Lifshitz-Gilbert equation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

gamma = const.physical_constants["electron gyromag. ratio"][0]
mu0, kB, eV = const.mu_0, const.k, const.e


def doering_mass(A, K, Ms, Kp):
    return Ms**2 / (gamma**2 * np.sqrt(A / K) * Kp)


def wall_vectors(x, q, width, phi):
    """Unit magnetisation of a wall at q with uniform tilt phi."""
    u = (x - q) / width
    s = 1 / np.cosh(u)
    return np.array([-s * np.sin(phi), s * np.cos(phi), -np.tanh(u)])


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def llg_rate(m, dx, params, alpha, Bz):
    """dm/dt from exchange, anisotropy and applied field; free ends."""
    A, K, Ms, Kp = params
    mp = np.concatenate((m[:, :1], m, m[:, -1:]), axis=1)
    B = 2 * A / Ms * (mp[:, 2:] - 2 * m + mp[:, :-2]) / dx**2
    B[2] += 2 * K / Ms * m[2] + Bz
    B[0] -= 2 * Kp / Ms * m[0]
    t = cross(m, B)
    if alpha:
        t = t + alpha * cross(m, t)
    return -gamma / (1 + alpha**2) * t


def simulate(params, alpha, field, q0, duration):
    """Fourth-order Runge-Kutta; returns times, positions, final tilt."""
    A, K, Ms, Kp = params
    width = np.sqrt(A / K)
    dx = 0.25 * width
    x = np.arange(-48, 49) * dx
    Bz = field(x)
    n = int(np.ceil(duration * 2 * gamma * K / Ms / 0.03))
    dt = duration / n
    m = wall_vectors(x, q0, width, 0.0)
    pos = [dx * m[2].sum() / 2]
    for _ in range(n):
        k1 = llg_rate(m, dx, params, alpha, Bz)
        k2 = llg_rate(m + dt / 2 * k1, dx, params, alpha, Bz)
        k3 = llg_rate(m + dt / 2 * k2, dx, params, alpha, Bz)
        k4 = llg_rate(m + dt * k3, dx, params, alpha, Bz)
        m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        m /= np.sqrt((m * m).sum(axis=0))
        pos.append(dx * m[2].sum() / 2)
    tilt = np.arctan2(-m[0].sum(), m[1].sum())
    return np.arange(n + 1) * dt, np.array(pos), tilt


def wall_energy(params, width, phi, D=0.0):
    """Energy per wall area summed directly from the vectors."""
    A, K, Ms, Kp = params
    x = np.linspace(-20, 20, 8001) * width
    m = wall_vectors(x, 0.0, width, phi)
    g = np.gradient(m, x, axis=1)
    e = A * (g * g).sum(axis=0) + K * (1 - m[2]**2) + Kp * m[0]**2
    e = e + D * (m[2] * g[0] - m[0] * g[2])
    return e.sum() * (x[1] - x[0])


# ---- example parameters: rough regime of Co/Ni multilayer strips ----
A, K, Ms, Kp = 1.2e-11, 3.0e5, 6.5e5, 2.0e4
par = (A, K, Ms, Kp)
thick, strip = 3e-9, 100e-9
alpha, v, B, grad, T = 0.02, 10.0, 2e-4, 1e5, 300.0
D = 5e-5
Delta = np.sqrt(A / K)
mass = doering_mass(*par)
area = thick * strip

# ---- symbolic elimination of the tilt from the quadratic Lagrangian ----
sM, sg, sD, sK, sv, sphi = sp.symbols("M g D K v phi", positive=True)
lag = 2 * sM / sg * sphi * sv - 2 * sD * sK * sphi**2
tilt_sol = sp.solve(sp.diff(lag, sphi), sphi)[0]
sym_mass = sp.diff(lag.subs(sphi, tilt_sol), sv, 2)
num_mass = float(sym_mass.subs({sM: Ms, sg: gamma, sD: Delta, sK: Kp}))
assert abs(num_mass / mass - 1) < 1e-10

# ---- profile integral in the gyroscopic term ----
shift = 0.7
berry = quad(lambda u: np.tanh(u) - np.tanh(u - shift), -25, 25,
             points=[0, shift])[0]
assert abs(berry - 2 * shift) < 1e-8

# ---- wall energy with relaxed width ----
for phi in (0.0, 0.3, 1.0):
    Kt = K + Kp * np.sin(phi)**2
    direct = wall_energy(par, np.sqrt(A / Kt), phi)
    assert abs(direct / (4 * np.sqrt(A * Kt)) - 1) < 1e-4

# ---- mass measured from free acceleration, two parameter sets ----
sim_sets = [(1.2e-11, 3.0e5, 6.5e5, 1.2e5), (2.0e-11, 5.0e5, 9.0e5, 5.0e4)]
mass_ratios = []
for p in sim_sets:
    w0 = 2 * gamma * p[1] / p[2]
    Bt = 1e-3 * w0 / gamma
    t, q, tilt = simulate(p, 0.0, lambda x: Bt + 0 * x, 0.0, 40 / w0)
    accel = 2 * (q[-1] - q[0]) / t[-1]**2
    mass_ratios.append(2 * p[2] * Bt / accel / doering_mass(*p))
    assert abs(mass_ratios[-1] - 1) < 0.02
    assert abs(tilt / (gamma * Bt * t[-1]) - 1) < 0.02

# ---- oscillation in a field gradient ----
p = sim_sets[0]
w0, width = 2 * gamma * p[1] / p[2], np.sqrt(p[0] / p[1])
gt = 0.002 * 2 * p[1] / (p[2] * width)
omega = np.sqrt(2 * p[2] * gt / doering_mass(*p))
t, q, _ = simulate(p, 0.0, lambda x: -gt * x, 0.5 * width,
                   1.25 * np.pi / (2 * omega))
i = int(np.argmax(q < 0))
assert i > 0
t_zero = t[i - 1] + (t[i] - t[i - 1]) * q[i - 1] / (q[i - 1] - q[i])
freq_ratio = np.pi / (2 * t_zero) / omega
assert abs(freq_ratio - 1) < 0.02

# ---- damped approach to steady speed ----
at, Bt = 0.05, 1e-3 * w0 / gamma
t, q, _ = simulate(p, at, lambda x: Bt + 0 * x, 0.0, 100 / w0)
friction = 2 * at * p[2] / (gamma * width)
relax = doering_mass(*p) / friction
v_end = 2 * p[2] * Bt / friction
q_pred = v_end * (t[-1] - relax * (1 - np.exp(-t[-1] / relax)))
damp_ratio = (q[-1] - q[0]) / q_pred
assert abs(damp_ratio - 1) < 0.03


# ---- exact undamped moving wall ----
def exact_speed(phi):
    w = np.sqrt(A / (K + Kp * np.sin(phi)**2))
    return gamma * w * Kp * np.sin(2 * phi) / Ms


phi_t = 0.4
w_t = np.sqrt(A / (K + Kp * np.sin(phi_t)**2))
xf = np.arange(-1200, 1201) * 0.01 * w_t
mf = wall_vectors(xf, 0.0, w_t, phi_t)
rate = llg_rate(mf, xf[1] - xf[0], par, 0.0, 0.0)
drift = -exact_speed(phi_t) * np.gradient(mf, xf, axis=1)
# The infinite wall has a sloping tail, so it does not obey the free-end
# condition of the grid: the two end cells are not part of the comparison.
inner = slice(1, -1)
residual = (np.abs(rate - drift)[:, inner].max()
            / np.abs(drift)[:, inner].max())
assert residual < 0.01

top = minimize_scalar(lambda f: -exact_speed(f), bounds=(0.1, 1.4),
                      method="bounded")
v_max = -top.fun


def exact_kinetic(speed):
    f = brentq(lambda y: exact_speed(y) - speed, 0, 0.6)
    w = np.sqrt(A / (K + Kp * np.sin(f)**2))
    return f, wall_energy(par, w, f) - wall_energy(par, Delta, 0.0)


slow = exact_kinetic(1.0)[1] / (0.5 * mass)
assert abs(slow - 1) < 0.005
phi_exact, kin_exact = exact_kinetic(v)
phi_lin = Ms * v / (2 * gamma * Delta * Kp)
kin = 0.5 * mass * v**2


# ---- stray fields: demagnetising factors of the wall in the strip ----
def film(kt):
    return 1 + np.expm1(-kt) / kt


def wide_film_nx(t_film):
    """Factor along x for an infinitely wide film."""
    f = lambda s: film(s * t_film / Delta) / np.cosh(np.pi * s / 2)**2
    return np.pi / 2 * quad(f, 1e-9, 30)[0]


def strip_factors(strip_width):
    """Factors along x and y for a strip of finite width."""
    step = 0.005e9
    kx = ((np.arange(300) + 0.5) * step)[:, None]
    ky = ((np.arange(8000) + 0.5) * step)[None, :]
    k2 = kx**2 + ky**2
    weight = film(np.sqrt(k2) * thick) / k2
    weight = weight / np.cosh(np.pi * kx * Delta / 2)**2
    weight = weight * 4 * np.sin(ky * strip_width / 2)**2
    pref = Delta / (2 * strip_width) * step**2
    return pref * (weight * kx**2 / ky**2).sum(), pref * weight.sum()


thin = 1e-3 * Delta
assert abs(wide_film_nx(thin) * np.pi * Delta
           / (thin * np.log(2)) - 1) < 0.01
# A strip of 400 nm still has an edge correction of a few per cent.
assert abs(strip_factors(400e-9)[0] / wide_film_nx(thick) - 1) < 0.05
Nx, Ny = strip_factors(strip)
Kd = 0.5 * mu0 * Ms**2
Kp_shape = Kd * (Nx - Ny)
assert 0.5 < Kp_shape / Kp < 2


# ---- stray fields: narrowing of the wall ----
def stray_slope(w, t_film):
    """Derivative of nonlocal stray energy with respect to width."""
    def f(s):
        u = np.pi * s / 2
        return film(s * t_film / w) * (u / np.tanh(u) - 1) / np.sinh(u)**2
    return Kd * 2 * np.pi * quad(f, 1e-4, 30)[0]


assert abs(stray_slope(Delta, thin)
           / (Kd * 2 * thin / (np.pi * Delta)) - 1) < 0.01
Delta_stray = brentq(lambda w: 2 * K - 2 * A / w**2
                     + stray_slope(w, thick), 0.5 * Delta, 1.2 * Delta)

# ---- interfacial Dzyaloshinskii-Moriya interaction at uniform tilt ----
s_dmi = np.pi * D / (4 * Delta * Kp)
assert s_dmi < 1
dmi_factor = 1 / (1 - s_dmi**2)
en = lambda f: wall_energy(par, Delta, f, D)
best = minimize_scalar(en, bounds=(0, 1.5), method="bounded",
                       options={"xatol": 1e-8}).x
h = 0.01
curv = (en(best + h) - 2 * en(best) + en(best - h)) / h**2
assert abs(np.sin(best) / s_dmi - 1) < 0.01
assert abs((2 * Ms / gamma)**2 / curv / mass / dmi_factor - 1) < 0.01

# ---- derived numbers of the example ----
force = 2 * Ms * B
accel = force / mass
tau = Ms / (2 * alpha * gamma * Kp)
v_steady = gamma * Delta * B / alpha
f_pin = np.sqrt(2 * Ms * grad / mass) / (2 * np.pi)
M_wall = mass * area
v_th = np.sqrt(kB * T / M_wall)
phi_th = np.sqrt(kB * T / (4 * Delta * Kp * area))

print("INPUTS (round model values)")
print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"easy-axis anisotropy K = {K/1e3:.0f} kJ/m^3")
print(f"hard-axis anisotropy K_perp = {Kp/1e3:.0f} kJ/m^3")
print(f"magnetisation Ms = {Ms/1e3:.0f} kA/m")
print(f"gyromagnetic ratio gamma = {gamma:.5e} rad/(s T)")
print(f"strip thickness = {thick*1e9:.0f} nm, width = {strip*1e9:.0f} nm")
print(f"damping alpha = {alpha:.2f}, speed v = {v:.0f} m/s")
print(f"drive field B = {B*1e3:.1f} mT, temperature = {T:.0f} K")
print(f"pinning field gradient = {grad*1e-6:.1f} mT/nm")
print("RESULTS")
print(f"wall width parameter Delta = {Delta*1e9:.3f} nm")
print(f"mass per area = {mass:.3e} kg/m^2 = {mass*0.1:.3e} g/cm^2")
print(f"mass of whole wall = {M_wall:.3e} kg")
print(f"tilt at v, linear = {phi_lin:.4f} rad")
print(f"tilt at v, exact moving wall = {phi_exact:.4f} rad")
print(f"kinetic energy per area = {kin*1e6:.3f} uJ/m^2")
print(f"kinetic energy of wall = {kin*area/eV*1e3:.2f} meV")
print(f"force per area from B = {force:.1f} N/m^2")
print(f"initial acceleration = {accel*1e-9:.3f} m/s per ns")
print(f"damping time = {tau*1e9:.2f} ns")
print(f"steady speed in B = {v_steady:.2f} m/s")
print(f"pinned-wall frequency = {f_pin*1e-6:.1f} MHz")
print("NEGLECTED EFFECTS")
print(f"highest undamped wall speed = {v_max:.2f} m/s")
print(f"exact/quadratic kinetic energy at v = {kin_exact/kin:.4f}")
print(f"demagnetising factors Nx = {Nx:.4f}, Ny = {Ny:.4f}")
print(f"K_perp expected from strip shape = {Kp_shape/1e3:.1f} kJ/m^3")
print(f"mass factor with that K_perp = {Kp/Kp_shape:.3f}")
print(f"width with nonlocal stray field = {Delta_stray*1e9:.3f} nm")
print(f"mass factor from narrowing = {Delta/Delta_stray:.3f}")
print(f"DMI strength tried = {D*1e3:.2f} mJ/m^2")
print(f"static sin(phi) with DMI = {s_dmi:.3f}")
print(f"mass factor with DMI = {dmi_factor:.3f}")
print(f"thermal energy kT = {kB*T/eV*1e3:.2f} meV")
print(f"thermal rms speed = {v_th:.2f} m/s")
print(f"thermal rms tilt = {phi_th:.3f} rad")
print("TESTS AGAINST DISCRETISED MAGNETISATION (ratios)")
print(f"measured/formula mass, set 1 = {mass_ratios[0]:.4f}")
print(f"measured/formula mass, set 2 = {mass_ratios[1]:.4f}")
print(f"measured/formula frequency = {freq_ratio:.4f}")
print(f"measured/formula damped travel = {damp_ratio:.4f}")
print(f"relative residual of exact moving wall = {residual:.1e}")
print("all assertions hold")
```

Running it gives:

```
INPUTS (round model values)
exchange stiffness A = 12.0 pJ/m
easy-axis anisotropy K = 300 kJ/m^3
hard-axis anisotropy K_perp = 20 kJ/m^3
magnetisation Ms = 650 kA/m
gyromagnetic ratio gamma = 1.76086e+11 rad/(s T)
strip thickness = 3 nm, width = 100 nm
damping alpha = 0.02, speed v = 10 m/s
drive field B = 0.2 mT, temperature = 300 K
pinning field gradient = 0.1 mT/nm
RESULTS
wall width parameter Delta = 6.325 nm
mass per area = 1.077e-07 kg/m^2 = 1.077e-08 g/cm^2
mass of whole wall = 3.232e-23 kg
tilt at v, linear = 0.1459 rad
tilt at v, exact moving wall = 0.1482 rad
kinetic energy per area = 5.386 uJ/m^2
kinetic energy of wall = 10.09 meV
force per area from B = 260.0 N/m^2
initial acceleration = 2.414 m/s per ns
damping time = 4.61 ns
steady speed in B = 11.14 m/s
pinned-wall frequency = 174.8 MHz
NEGLECTED EFFECTS
highest undamped wall speed = 33.71 m/s
exact/quadratic kinetic energy at v = 1.0234
demagnetising factors Nx = 0.0848, Ny = 0.0331
K_perp expected from strip shape = 13.7 kJ/m^3
mass factor with that K_perp = 1.457
width with nonlocal stray field = 5.975 nm
mass factor from narrowing = 1.058
DMI strength tried = 0.05 mJ/m^2
static sin(phi) with DMI = 0.310
mass factor with DMI = 1.107
thermal energy kT = 25.85 meV
thermal rms speed = 11.32 m/s
thermal rms tilt = 0.165 rad
TESTS AGAINST DISCRETISED MAGNETISATION (ratios)
measured/formula mass, set 1 = 1.0087
measured/formula mass, set 2 = 1.0086
measured/formula frequency = 0.9948
measured/formula damped travel = 0.9919
relative residual of exact moving wall = 1.1e-03
all assertions hold
```
